# How a QED Level Shift Partly Undoes Relativistic Bond Contraction, part 1

(Sections cited here and not found follow in the second part.)

## First half: a small curve added to a bond

### The numbers to be explained

Take a model bond between a heavy atom and a light partner. Relativity lowers the heavy atom's valence s level by 2 eV, and the bond shortens from 1.500 to 1.460 Å. A QED term then raises the same level by 0.02 eV, one percent of the relativistic shift. The bond lengthens again, but by 0.84 percent of the contraction. The harmonic wavenumber, which relativity had raised, falls by 0.91 percent of its rise.

Two things need an explanation. The first is the sign: why should a less strongly bound s electron give a longer bond? The second is the size: a level shift of one percent has undone less than one percent, and a different amount for the length and for the frequency. Both answers come from asking what a small added energy curve does to the minimum of a bond curve.

Let \(V(R)\) be the Born–Oppenheimer energy of a diatomic molecule at internuclear distance \(R\). It has a minimum at \(R_e\), and the force constant there is \(k=V''(R_e)>0\), a prime denoting a derivative with respect to \(R\). The harmonic angular frequency is \(\omega=\sqrt{k/\mu}\), where the reduced mass \(\mu\) is held fixed. The added curve is \(\lambda w(R)\). The number \(\lambda\) has no unit and counts orders; it is set to one at the end.

### The simplest case: a harmonic curve and a straight line

Write \(x=R-R_e\) and take

\[
V=\tfrac12 kx^2,\qquad \lambda w=\lambda Fx .
\]

The sum is stationary where \(kx+\lambda F=0\), that is, at

\[
x=-\frac{\lambda F}{k}.
\]

For \(F>0\) the added energy rises with distance, so the added force \(-\lambda F\) points inward and the bond shortens. The second derivative of the sum is still \(k\), so the frequency does not change. Adding a constant to \(w\) changes neither result. An energy shift, however large, leaves the bond length alone if it is the same at every distance; what acts on the length is its slope.

If the added curve is itself bent, \(w=Fx+\tfrac12Gx^2\), the second derivative of the sum becomes \(k+\lambda G\). The stationary point is then \(x=-\lambda F/(k+\lambda G)\), which to first order is the same as before. Curvature of \(w\) therefore enters the force constant at first order and the length at second order.

### A real bond curve is not harmonic

A real curve is softer on the outside than on the inside, so moving the minimum changes the stiffness. Let the new minimum lie at \(R_e+\delta\). The condition on it is

\[
V'(R_e+\delta)+\lambda w'(R_e+\delta)=0 .
\]

Expand both terms about \(R_e\), where \(V'(R_e)=0\):

\[
k\delta+\tfrac12V'''\delta^2+\lambda w'+\lambda w''\delta+\dots=0 .
\]

All derivatives are now taken at the old minimum \(R_e\). Since \(\delta\) vanishes with \(\lambda\), the terms \(\delta^2\) and \(\lambda\delta\) are of second order. The first-order terms give

\[
\boxed{\;\delta R_e=-\frac{\lambda w'}{k}\;}
\]

which is the harmonic result with \(F=w'(R_e)\).

The new force constant is the second derivative of the whole curve at the new minimum:

\[
k+\delta k=V''(R_e+\delta)+\lambda w''(R_e+\delta)
= k+V'''\delta+\lambda w''+O(\lambda^2).
\]

The displacement is of first order, so the term \(V'''\delta\) has the same order as \(\lambda w''\) and must be kept. Inserting \(\delta=-\lambda w'/k\) gives

\[
\boxed{\;\delta k=\lambda\left(w''-\frac{V'''w'}{k}\right)\;}
\]

For the frequency, expand the square root at fixed mass:

\[
\omega+\delta\omega=\sqrt{\frac{k+\delta k}{\mu}}
=\omega\left(1+\frac{\delta k}{k}\right)^{1/2}
=\omega\left(1+\frac{\delta k}{2k}+\dots\right),
\]

so that

\[
\boxed{\;\frac{\delta\omega}{\omega}=\frac{\delta k}{2k}\;}
\]

For an ordinary bond \(V'''(R_e)<0\). An added curve with positive slope then shortens the bond, and the displacement stiffens it. The curvature \(w''\) may help or oppose this, so a shorter bond alone does not guarantee a higher frequency.

### Three limits with known answers

**A rigid displacement.** Move the entire curve outward by a small length \(s\). The new curve is \(V(R-s)=V(R)-sV'(R)+\dots\), so \(\lambda w=-sV'\). At the minimum its slope is \(-sk\) and its second derivative is \(-sV'''\). The formulas give

\[
\delta R_e=\frac{sk}{k}=s,\qquad
\delta k=-sV'''+\frac{V'''sk}{k}=0 .
\]

The length changes by \(s\) and the stiffness does not change, as must be the case. Without the displacement term the second answer would have been wrong.

**A change of scale.** Take \(w=V\). Then \(w'=0\) and \(w''=k\) at the minimum. The length is unchanged, \(\delta k=\lambda k\), and the frequency rises by the fraction \(\lambda/2\). This agrees with \(\sqrt{1+\lambda}\) to first order.

**A Morse bond under a constant force.** Let

\[
V=D_M(1-y)^2,\qquad y=e^{-ax},
\]

with depth \(D_M\) and inverse length \(a\). Since \(y'=-ay\), differentiation gives

\[
V'=2D_Ma(y-y^2),\qquad V''=2D_Ma^2(2y^2-y),
\]

\[
V'''=2D_Ma^3(y-4y^2).
\]

At \(y=1\) these give \(k=2D_Ma^2\) and \(V'''=-6D_Ma^3=-3ak\). For \(\lambda w=\lambda Fx\) the general formula predicts \(\delta k=3a\lambda F\).

The same result follows without it. For small \(x\), \(y\approx1-ax\), and \(2y^2-y\approx1-3ax\). The loaded bond has \(x\approx-\lambda F/k\), so its stiffness is \(k(1-3ax)=k+3a\lambda F\). For a general perturbing curve on a Morse bond the two contributions add to

\[
\delta k=\lambda(w''+3aw').
\]

### When first order is enough

Call the first-order displacement \(\delta_1\) and the next one \(\delta_2\). The second-order terms of the stationarity condition are

\[
k\delta_2+\tfrac12V'''\delta_1^2+\lambda w''\delta_1=0 .
\]

Dividing by \(k\delta_1\) gives the relative correction

\[
\frac{\delta_2}{\delta_1}=-\frac{V'''\delta_1}{2k}-\frac{\lambda w''}{k}.
\]

Both terms on the right must be small compared with one. A bond with a small force constant can violate this even when the added energy is small on the scale of the bond energy. If the minimum becomes so shallow that \(k\) tends to zero while the added curve stays the same, the expansion fails.

### Two core energies with one shape

The next question is what the added curves of relativity and QED look like. At leading order, the scalar relativistic energy of one electron is the sum of the mass–velocity and Darwin terms,

\[
W_{\rm rel}=-\frac{\langle p^4\rangle}{8m^3c^2}
+\frac{\hbar^2\langle\nabla^2V_{\rm el}\rangle}{8m^2c^2}.
\]

Here \(V_{\rm el}(r)\) is the electron's potential energy at distance \(r\) from the heavy nucleus, and \(m\) is the electron mass. For an eigenfunction of energy \(E\), \(p^2\psi=2m(E-V_{\rm el})\psi\). Reading \(\langle p^4\rangle\) as the squared norm of \(p^2\psi\) turns the first term into

\[
-\frac{\langle(E-V_{\rm el})^2\rangle}{2mc^2},
\]

which weights the region where the potential is deep. In the second term, \(V_{\rm el}\approx-Ze^2/(4\pi\varepsilon_0r)\) near a nucleus of charge \(Ze\). With \(\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)\), this gives \(\nabla^2V_{\rm el}=+(Ze^2/\varepsilon_0)\delta^3(\mathbf r)\), which samples the density at the nucleus.

The QED shift is represented by a short-range repulsive energy. Its positive sign is an input here: it stands for a net effect in which the upward self-energy outweighs the downward vacuum polarization. Both \(W_{\rm rel}\) and this energy look at the inner part of the valence function.

That inner part has nearly the same shape in different surroundings. Let \(u_1=r\psi_1\) and \(u_2=r\psi_2\) be radial s functions in two surroundings, with

\[
u_i''=\frac{2m}{\hbar^2}(V_i-E_i)u_i ,
\]

where the prime now means \(d/dr\). Multiply the equation for \(u_2\) by \(u_1\), that for \(u_1\) by \(u_2\), and subtract:

\[
\frac{d}{dr}(u_1u_2'-u_2u_1')=\frac{2m}{\hbar^2}\Lambda u_1u_2,
\]

\[
\Lambda=(V_2-E_2)-(V_1-E_1).
\]

The bracket on the left vanishes at \(r=0\), because both functions do. Integrating and dividing by \(u_1^2\) gives

\[
\frac{d}{dr}\frac{u_2}{u_1}
=\frac{2m}{\hbar^2u_1^2}\int_0^r\Lambda u_1u_2\,dr_1 .
\]

The nuclear attraction has cancelled from \(\Lambda\). Close to the nucleus \(u_i\approx A_ir\), and with \(\Lambda\) constant the integral is \(\Lambda A_1A_2r^3/3\). A second integration gives

\[
\frac{u_2}{u_1}\approx\frac{A_2}{A_1}\left(1+\frac{m\Lambda r^2}{3\hbar^2}\right).
\]

For \(\Lambda=0.1\) hartree and \(r=0.02\) bohr, which is the Bohr radius divided by 50, the correction \(0.1\times0.02^2/3\) is of order \(10^{-5}\). Only the order of magnitude counts, because for a nuclear charge of 50 the functions \(u_i\) already depart clearly from straight lines at this distance. The surroundings change the amplitude \(A\) and barely change the shape. This is an estimate for the innermost region; the mass–velocity term also samples the core farther out, so a full calculation is useful.

### A screened atom in three surroundings

Take a model atom with \(Z=50\) and

\[
V_{\rm el}=-\frac{e^2}{4\pi\varepsilon_0r}\left(1+49e^{-\kappa r}\right)+U_0e^{-[(r-r_0)/d]^2},
\]

where \(r_0=4\) bohr and \(d=1.5\) bohr. The last term imitates a change of surroundings outside the core. With \(U_0=0\), the screening constant \(\kappa=2.70\) bohr⁻¹ places the 5s level at −0.3 hartree. The radial equation was solved variationally with 50 polynomials in \(\sqrt r\) inside a sphere of 25 bohr.

For \(U_0=-0.1,\ 0,\ +0.1\) hartree the electron density at the nucleus is 9.5, 11.2 and 12.8 bohr⁻³. The spread is 29 percent of the middle value. The relativistic energies are −0.84, −0.99 and −1.13 eV. Dividing their magnitudes by the densities gives 0.088 eV bohr³ in all three cases.

For the QED energy, take a positive constant times \(\langle e^{-(r/\ell_C)^2}\rangle\), with \(\ell_C=\hbar/(mc)\). The constant is chosen to make it one percent of the relativistic energy's magnitude at \(U_0=0\). In the other two surroundings the ratio remains one percent, with a total relative spread of 0.015 percent. The one percent was chosen; its constancy is the result. These figures refer to the leading-order relativistic energy, which is only a first estimate at \(Z=50\). The Dirac equation in the same potential lowers the level by 1.19 eV at \(U_0=0\), about 20 percent more, and the ratio then varies by about 2 percent across the three surroundings. That is still small beside the 29 percent change of the density.

If both curves follow the same inner density \(N(R)\), then \(w_{\rm rel}=-AN(R)\) and \(w_Q=+BN(R)\), with positive constants \(A\) and \(B\). The boxed formulas are linear in \(w\), so

\[
\frac{\delta R_Q}{\delta R_{\rm rel}}=\frac{\delta\omega_Q}{\delta\omega_{\rm rel}}=-\frac BA .
\]

In this linear regime, one percent of energy would undo one percent of each change. The sign of the reversal is explained; the sign of the relativistic change and the missing part of the one percent are not.

## Second half: a bond that responds to its s level

### Symbols and results carried over

The bond curve is \(V(R)\), with minimum \(R_e\), force constant \(k=V''(R_e)\) and harmonic frequency \(\omega=\sqrt{k/\mu}\). A small added curve \(w\), with the order-counting factor now set to one, gives

\[
\delta R_e=-\frac{w'}k,\qquad
\delta k=w''-\frac{V'''w'}k,\qquad
\frac{\delta\omega}{\omega}=\frac{\delta k}{2k}.
\]

The relativistic and QED energies of a valence s electron both follow its density near the heavy nucleus, with opposite signs. The remaining task is to find how that density changes with bond length, and to allow for a relativistic shift too large for first order.

We now know how a small added curve changes a bond's length and frequency, and why relativity and a net repulsive QED energy, both following the inner density of the s electron, act in opposite directions. It remains to find how that density changes with bond length, and why a level shift of one percent undoes less than one percent of the relativistic changes in the model bond.
